# The Nucleation Barrier of a Circular Monolayer Island, part 1

(Sections cited here and not found follow in the second part.)

## I. The barrier of a circular island

### What the bulk balance misses

Let a flat crystal terrace face its own vapour at twice the equilibrium pressure. An atom has a lower chemical potential in the crystal than in the vapour, so a comparison of the two bulk phases says that a new layer should start at once. This is wrong, because a layer starts as a small island, and an island has an edge. For the model parameters used below, an island of about 12 atoms gains 0.44 eV by taking its atoms from the vapour but pays 1.75 eV for its edge. It costs 1.31 eV in all and tends to dissolve.

A second error lies on the other side. One might require that an island repay its whole edge cost before it can grow. That demands a radius twice too large and an atom number four times too large. Growth becomes favourable where the next atom lowers the free energy, which happens long before the total cost has returned to zero. The theorem below fixes both the size at which this happens and the work needed to reach it.

### Setting and assumptions

The island is one atom high and lies on a terrace of the same crystal. The following is assumed.

1. The surroundings hold the temperature $T$ and the chemical potential $\mu_v$ of the vapour fixed while the island forms.
2. Each atom of the layer occupies the terrace area $a$. An island of $n$ atoms has area $A=na$, and this relation also fixes where its edge line is drawn.
3. The edge costs a free energy $\beta>0$ per unit length. It is the same for all edge directions (isotropy) and does not depend on curvature.
4. Elastic interactions between parts of the edge, and interactions with other islands or steps, are neglected.
5. The island holds many atoms, so that $n$ and the radius may be treated as continuous.

Let $\mu_c$ be the free energy per atom of the crystal. The driving force is

$$\Delta\mu=\mu_v-\mu_c ,$$

which is positive when the vapour is supersaturated. Energies are given in eV and lengths in nm. No electromagnetic quantity enters, so the formulas are the same in Gaussian and in other units, and $\hbar$, the electron mass and the elementary charge do not appear.

### Lemma 1: the work of forming an island

**Lemma 1.** An island with edge length $P$ and area $A$ has the work of formation

$$G=\beta P-\frac{\Delta\mu}{a}A. \tag{1}$$

*Proof.* At fixed $T$ and $\mu_v$, the work of formation is the change in the free energy of the crystal minus $\mu_v$ for each atom taken from the vapour.

Consider first a complete new layer. It covers the old terrace but presents an identical terrace on top. The surface is therefore the same as before, and the crystal has merely gained $n$ atoms, at a cost $n\mu_c$. An island differs from a piece of such a layer by having an edge. The island top replaces the terrace it covers, with equal area and equal surface free energy, so no term proportional to area arises from the surface. The edge adds $\beta P$. Hence

$$G=n\mu_c+\beta P-n\mu_v=\beta P-n\Delta\mu .$$

Inserting $n=A/a$ gives (1). $\square$

The sign of the second term follows from the definition of $\Delta\mu$: a supersaturated vapour makes every transferred atom lower $G$. The cancellation of the surface terms depends on the island and the substrate being the same crystal. Part II treats the case in which they are not.

### Lemma 2: the driving force of an ideal vapour

**Lemma 2.** Let the vapour be an ideal gas of single atoms at pressure $p$, and let $p_{\rm eq}$ be the pressure at which it is in equilibrium with the crystal. With $S=p/p_{\rm eq}>1$ and Boltzmann's constant $k$,

$$\Delta\mu=kT\ln S, \tag{2}$$

up to a relative error no larger than the ratio of the volume per atom in the crystal to that in the vapour.

*Proof.* The partition function of $N$ identical, independent atoms is $q^N/N!$. The one-atom sum $q$ is proportional to the volume $V$, so $q=V\phi(T)$. The free energy is $F(N)=-kT\ln(q^N/N!)$, and adding one atom changes it by

$$\mu_v=F(N+1)-F(N)=-kT\ln\frac{q}{N+1}\simeq kT\ln\frac{N}{V\phi(T)},$$

for large $N$. With $N/V=p/kT$ this becomes

$$\mu_v(p)=kT\ln\frac{p}{kT\,\phi(T)} .$$

At equal temperature the unknown function $\phi$ cancels in a difference:

$$\mu_v(p)-\mu_v(p_{\rm eq})=kT\ln\frac{p}{p_{\rm eq}} .$$

By the definition of equilibrium, $\mu_v(p_{\rm eq})=\mu_c(p_{\rm eq})$. If $\mu_c$ did not depend on pressure, (2) would follow at once.

In fact it rises by $v_c(p-p_{\rm eq})$, where $v_c$ is the volume per atom in the crystal, taken as incompressible. Relative to $kT\ln S$ this is

$$\frac{v_c\,p_{\rm eq}(S-1)}{kT\ln S}\le\frac{v_c\,p_{\rm eq}S}{kT}=\frac{v_c}{kT/p},$$

because $\ln S\ge(S-1)/S$ for $S>1$. The right side is the stated ratio of volumes, since $kT/p$ is the volume per vapour atom. $\square$

*Remark.* During deposition an island may be fed by atoms that diffuse on the terrace and are not in equilibrium with the vapour. The driving force must then be taken from the reservoir that feeds the island. For a dilute gas of independent adatoms the same count applies, with $q$ proportional to the terrace area. It gives $\Delta\mu=kT\ln(\rho/\rho_{\rm eq})$, where $\rho$ is the number of adatoms per area and $\rho_{\rm eq}$ its value in equilibrium with the crystal. Theorem 1 does not depend on which reservoir supplies $\Delta\mu$.

### Theorem 1

**Theorem 1.** Under assumptions 1 to 5 and for $\Delta\mu>0$, the work of forming a circular island of radius $r$ has a single maximum, at

$$r^*=\frac{\beta a}{\Delta\mu}, \tag{3}$$

and its height is

$$G^*=\frac{\pi\beta^2a}{\Delta\mu}. \tag{4}$$

The island at the maximum contains

$$n^*=\frac{\pi\beta^2a}{\Delta\mu^2} \tag{5}$$

atoms, so that $G^*=n^*\Delta\mu$. If $\beta$ and $a$ do not change with $\Delta\mu$, then

$$\frac{dG^*}{d\Delta\mu}=-n^*,\qquad \left.\frac{d^2G}{dn^2}\right|_{n^*}=-\frac{\Delta\mu}{2n^*}. \tag{6}$$

*Proof.* A circle has $P=2\pi r$ and $A=\pi r^2$. Equation (1) becomes

$$G(r)=2\pi r\beta-\frac{\pi r^2\Delta\mu}{a}. \tag{7}$$

Its first two derivatives are

$$G'(r)=2\pi\beta-\frac{2\pi r\Delta\mu}{a},\qquad G''(r)=-\frac{2\pi\Delta\mu}{a}.$$

The first vanishes at the one radius (3). The second is negative for every $r$, so this point is a maximum and there is no other.

At $r^*$ the two parts of (7) are

$$2\pi r^*\beta=\frac{2\pi\beta^2a}{\Delta\mu},\qquad
\frac{\pi r^{*2}\Delta\mu}{a}=\frac{\pi\Delta\mu}{a}\,\frac{\beta^2a^2}{\Delta\mu^2}=\frac{\pi\beta^2a}{\Delta\mu}.$$

Their difference is (4). The atom number is $n^*=\pi r^{*2}/a$, which gives (5), and multiplying (5) by $\Delta\mu$ gives (4) again.

Differentiating (4) at fixed $\beta$ and $a$ gives $-\pi\beta^2a/\Delta\mu^2=-n^*$, the first part of (6).

For the second part, write (7) in terms of $n$. From $na=\pi r^2$ follows $r=\sqrt{na/\pi}$, hence $2\pi r\beta=2\beta\sqrt{\pi an}$ and

$$G(n)=2\beta\sqrt{\pi an}-n\Delta\mu .$$

The derivatives are

$$\frac{dG}{dn}=\beta\sqrt{\frac{\pi a}{n}}-\Delta\mu,\qquad
\frac{d^2G}{dn^2}=-\frac{\beta\sqrt{\pi a}}{2n^{3/2}}.$$

The first vanishes at $n^*$, so $\beta\sqrt{\pi a}=\Delta\mu\sqrt{n^*}$. Inserted into the second, this gives $-\Delta\mu/(2n^*)$. $\square$

### What the maximum means

**Growth and decay.** With $n=\pi r^2/a$, the square root in $dG/dn$ is $\sqrt{\pi a/n}=a/r$. The free energy of adding one atom is therefore

$$\frac{dG}{dn}=\frac{\beta a}{r}-\Delta\mu .$$

The first term is the extra edge that the atom creates, and it falls as the island grows. Below $r^*$ it exceeds the driving force, and losing an atom lowers $G$. Above $r^*$, gaining one does. At $r^*$ the island is in equilibrium with the vapour, but the equilibrium is unstable.

**The factor of two.** The edge of the critical island costs $2G^*$ and the transferred atoms return $G^*$. The barrier is half of the edge cost. This follows from the powers of $r$ in (7): at the maximum of a linear term minus a quadratic one, the quadratic term equals half of the linear one.

**The profile.** With $x=r/r^*$, the edge term is $2G^*x$ and the transfer term is $G^*x^2$, so

$$\frac{G}{G^*}=2x-x^2=1-(x-1)^2. \tag{8}$$

The work returns to zero at $x=2$, where the island holds $4n^*$ atoms. Between $x=1$ and $x=2$ an island still has positive $G$, yet growth lowers it.

**The slope.** The first relation in (6) has a simple origin. A small change of $\Delta\mu$ shifts the critical size, but $G$ is stationary there, so the shift does not matter to first order. What remains is the explicit dependence $-n\Delta\mu$, whose derivative at $n^*$ is $-n^*$. The slope of the barrier against the driving force thus counts the atoms in the critical island.

### Worked example

Take the round model parameters $\beta=0.5$ eV/nm, $a=0.08$ nm², $T=600$ K and $S=2$. They do not describe a named material. With $kT=0.05170$ eV, equation (2) gives

$$\Delta\mu=0.05170\times\ln2=0.03584\ \text{eV}.$$

The critical radius and atom number are

$$r^*=\frac{0.5\times0.08}{0.03584}=1.116\ \text{nm},\qquad
n^*=\frac{\pi(1.116)^2}{0.08}\simeq49 .$$

The barrier is

$$G^*=\pi\times0.5\times1.116=1.75\ \text{eV}=2.81\times10^{-12}\ \text{erg},$$

where $G^*=\pi\beta r^*$ follows from (3) and (4). The edge costs 3.51 eV, and the 49 transferred atoms return 1.75 eV.

At half the critical radius, (8) gives $0.75\,G^*=1.31$ eV. This is the 12-atom island of the opening paragraph. The work is zero again at $r=2.23$ nm.

The barrier is $33.9\,kT$. The factor $\exp(-G^*/kT)$ is $1.9\times10^{-15}$. It is the main factor in the chance of finding a critical island at a given place, but it is not a nucleation rate. A rate also needs the number of places, the frequency with which atoms attach, and a correction for islands that cross the top and then shrink back. The theorem alone does not supply these.

The top of the barrier is broad. By (8), $G$ lies within $kT$ of its maximum when $(x-1)^2<kT/G^*=1/33.9$, that is, for $x$ between 0.83 and 1.17. This covers islands of about 34 to 67 atoms. Within this range an island can still be carried back over the top by random gains and losses of atoms, because the climb costs less than $kT$.

The exponent is sensitive to the step energy because $G^*$ varies as $\beta^2$. If $\beta$ is raised by 10%, the barrier rises by 21%, or $7.1\,kT$, and the Boltzmann factor falls by a factor of about 1200. An estimate of nucleation can be no better than the value of $\beta$ on which it rests.

## II. Other shapes, and the limits of the formula

### Symbols and results carried over

An island one atom high has edge length $P$ and area $A$. Its edge costs $\beta$ per length, each atom covers the area $a$, and each atom taken from the vapour lowers the free energy by $\Delta\mu>0$. The work of formation is

$$G=\beta P-\frac{\Delta\mu}{a}A. \tag{1}$$

For circles it is largest at $r^*=\beta a/\Delta\mu$, where $G^*=\pi\beta^2a/\Delta\mu$ and the island holds $n^*=G^*/\Delta\mu$ atoms. The example has $\beta=0.5$ eV/nm, $a=0.08$ nm², $kT=0.0517$ eV and $\Delta\mu=0.03584$ eV at pressure ratio $S=2$. It gives $r^*=1.116$ nm, $n^*\simeq49$ and $G^*=1.753$ eV.

Part I assumed a circular island. It remains to be shown that no other shape offers an easier way over the barrier.

### Lemma 3: the circle has the shortest edge

**Lemma 3.** A closed curve without self-crossings, smooth except perhaps at a finite number of corners, satisfies

$$P^2\ge4\pi A, \tag{9}$$

with equality only for a circle.

*Proof.* Follow the curve anticlockwise and let $\ell$ be the length travelled. Use the parameter $s=2\pi\ell/P$, which runs from 0 to $2\pi$, and write the position as a complex number with its Fourier series:

$$z(s)=x(s)+iy(s)=\sum_k c_k e^{iks},\qquad k=0,\pm1,\pm2,\dots$$

Since $s$ is proportional to length, $|z'(s)|=P/2\pi$ everywhere except at corners. Therefore

$$\int_0^{2\pi}|z'|^2ds=2\pi\left(\frac{P}{2\pi}\right)^2=\frac{P^2}{2\pi}.$$

The derivative has Fourier coefficients $ikc_k$, because $z$ is continuous and periodic. Parseval's relation gives the same integral as $2\pi\sum_kk^2|c_k|^2$. Equating the two forms and dividing by 2,

$$\frac{P^2}{4\pi}=\pi\sum_kk^2|c_k|^2 .$$

The enclosed area is

$$A=\frac12\int_0^{2\pi}(xy'-yx')\,ds=\frac12\,{\rm Im}\int_0^{2\pi}\bar z\,z'\,ds,$$

since $\bar zz'=(x-iy)(x'+iy')$ has the imaginary part $xy'-yx'$. In the last integral only products of equal $k$ survive, and it equals $2\pi i\sum_kk|c_k|^2$. Hence $A=\pi\sum_kk|c_k|^2$, and

$$\frac{P^2}{4\pi}-A=\pi\sum_k(k^2-k)|c_k|^2. \tag{10}$$

For an integer $k$ the factor $k^2-k=k(k-1)$ is never negative, which proves (9). It vanishes only for $k=0$ and $k=1$. Equality thus requires $z=c_0+c_1e^{is}$, a circle of radius $|c_1|$ about $c_0$. $\square$

For an ellipse with semi-axes 2 and 1, both sides of (10) were computed separately, and both are 1.186436 in squared units of the short semi-axis.

The barrier for a circular island is now known, and Lemma 3 shows that a circle has the shortest edge for a given area. It remains to show that no other shape or number of islands gives a lower barrier, and to examine the limits of the formula.
